# How hot do gold electrons get after a sudden energy deposit?

## Problem

A thin gold film is at 300 K. A short light pulse deposits an energy $u=1\times10^{8}\ \mathrm{J/m^3}$ in its conduction electrons, uniformly through the film. The electronic heat capacity per volume is

$$C(T)=\gamma T,\qquad \gamma=67.6\ \mathrm{J/(m^3K^2)}.$$

What temperature $T_1$ do the electrons reach before they give heat to the lattice?

The energy $u$ is counted above the state at $T_0=300$ K, and the volume is fixed. Three conditions are implied:

- all of $u$ stays in the electrons;
- none of it leaves the heated volume;
- the electrons have settled to a Fermi distribution, so that they have a temperature.

The lattice meanwhile stays near 300 K, so $T_1$ is not the temperature of the metal as a whole.

## Where the linear heat capacity comes from

At temperature $T$, only electrons within about $k_BT$ of the Fermi level have empty states within thermal reach. Their number is proportional to $T$, and each gains an energy of order $k_BT$. The thermal energy therefore grows as $T^2$, and its slope, the heat capacity, as $T$.

The factor follows if the density of states per volume, $g$, is constant near the Fermi level. Let $\varepsilon>0$ be the distance from that level. A state at $\varepsilon$ above it is filled with probability $1/(e^{\varepsilon/k_BT}+1)$, and a state at $\varepsilon$ below it is empty with the same probability. Electrons and holes thus balance without a shift of the chemical potential. Each excitation costs $\varepsilon$, so the thermal energy is

$$U=2g\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{\varepsilon/k_BT}+1}
=2g(k_BT)^2\int_0^\infty\frac{x\,dx}{e^x+1}.$$

The upper limit may be infinite because $k_BT$ is much smaller than the band width. Expanding $1/(e^x+1)=e^{-x}-e^{-2x}+e^{-3x}-\dots$ and using $\int_0^\infty xe^{-mx}dx=1/m^2$ gives

$$\int_0^\infty\frac{x\,dx}{e^x+1}=1-\frac1{2^2}+\frac1{3^2}-\dots
=\frac{\pi^2}{6}-2\cdot\frac14\cdot\frac{\pi^2}{6}=\frac{\pi^2}{12}.$$

Here the alternating sum is the full sum $\sum 1/m^2=\pi^2/6$ minus twice its even terms. Hence

$$U=\frac{\pi^2}{6}g k_B^2T^2=\frac{\gamma}{2}T^2,\qquad \gamma=\frac{\pi^2}{3}g k_B^2,$$

and $dU/dT=\gamma T$.

## First estimate by scaling

The thermal energy is of order $\gamma T^2$. If the initial thermal energy and numerical factors are ignored, $u\sim\gamma T^2$, so

$$T\sim\sqrt{\frac{u}{\gamma}}
=\sqrt{\frac{1\times10^8}{67.6}}\ \mathrm{K}
\approx1.2\times10^3\ \mathrm{K}.$$

The units agree: $(\mathrm{J/m^3})/(\mathrm{J/(m^3K^2)})=\mathrm{K^2}$. The estimate also says that far above the starting temperature, four times the energy is needed to double the electron temperature.

## Exact solution within the linear law

A small amount of heat $du$ raises the temperature by $dT$ according to $du=\gamma T\,dT$. The capacity changes during heating, so the balance must be integrated:

$$u=\int_{T_0}^{T_1}\gamma T\,dT=\frac{\gamma}{2}\left(T_1^2-T_0^2\right).$$

Multiplying by $2/\gamma$, adding $T_0^2$ and taking the positive root gives

$$T_1=\sqrt{T_0^2+\frac{2u}{\gamma}}.$$

With the given values,

$$T_0^2=9.0000\times10^4\ \mathrm{K^2},\qquad
\frac{2u}{\gamma}=\frac{2\times10^8}{67.6}\ \mathrm{K^2}=2.9586\times10^6\ \mathrm{K^2},$$

$$T_1=\sqrt{3.0486\times10^6}\ \mathrm{K}=1746\ \mathrm{K}.$$

The electrons reach about 1750 K, a rise of 1446 K. Step-by-step numerical integration of $dT/du=1/(\gamma T)$ also ends at 1746 K.

The result can be put back into the energy balance. Since $T_1^2-T_0^2=(T_1-T_0)(T_1+T_0)$,

$$u=\underbrace{\frac{\gamma(T_0+T_1)}{2}}_{\text{mean capacity}}(T_1-T_0).$$

The mean capacity is $6.9155\times10^4\ \mathrm{J/(m^3K)}$. Multiplied by 1446 K, it returns $1.00\times10^8\ \mathrm{J/m^3}$.

## Comparison of the two

The scaling estimate is about 30% below the exact solution, relative to the latter. To see why, write the solution as

$$T_1=\sqrt2\,\sqrt{\frac u\gamma}\,\sqrt{1+\frac{\gamma T_0^2}{2u}}.$$

The factor $\sqrt2$ comes from integrating a capacity that starts small and grows. It raises the estimate to $\sqrt{2.9586\times10^6}\ \mathrm K=1720$ K. The last factor accounts for the heat already present at 300 K and adds the remaining 26 K.

That initial heat is $\gamma T_0^2/2=3.0\times10^6\ \mathrm{J/m^3}$, about one thirtieth of $u$. It sets the boundary between two regimes. For $u\gg\gamma T_0^2/2$, the temperature follows the square-root law. For $u\ll\gamma T_0^2/2$, expanding the root gives

$$T_1=T_0\sqrt{1+\frac{2u}{\gamma T_0^2}}
\approx T_0\left(1+\frac{u}{\gamma T_0^2}\right)
=T_0+\frac{u}{\gamma T_0},$$

which is the result for a capacity held at its initial value.

A deposit of $1\times10^6\ \mathrm{J/m^3}$, one hundredth of the original, lies near this second regime. The exact rise is $\sqrt{9.0000\times10^4+2.9586\times10^4}\ \mathrm K-300\ \mathrm K=45.8$ K. With the initial capacity $\gamma T_0=2.028\times10^4\ \mathrm{J/(m^3K)}$, the linear formula gives 49.3 K, which is 8% too much. For the original deposit, the same formula gives

$$300\ \mathrm K+\frac{1\times10^8}{2.028\times10^4}\ \mathrm K=5231\ \mathrm K,$$

three times the correct temperature. It fails because the capacity rises almost sixfold, to $1.180\times10^5\ \mathrm{J/(m^3K)}$, while the electrons heat up.

## Heat lost to the lattice during the pulse

A real pulse has a duration $\tau$, and the electrons lose heat while it lasts. Let the power lost per volume be $G(T_e-T_l)$, where $T_e$ and $T_l$ are the electron and lattice temperatures. A rough value for gold is $G=2.5\times10^{16}\ \mathrm{W/(m^3K)}$, taken here as constant.

For a steady deposit, a first estimate of the loss uses the lossless temperature and keeps $T_l=T_0$. Energy then grows linearly in time, and so does $T_e^2$:

$$T_e^2=T_0^2+(T_1^2-T_0^2)\,r,\qquad r=t/\tau.$$

Differentiation gives $dr=2T_e\,dT_e/(T_1^2-T_0^2)$. The mean temperature excess over the pulse is therefore

$$\int_0^1T_e\,dr-T_0
=\frac{\int_{T_0}^{T_1}2T^2\,dT}{T_1^2-T_0^2}-T_0
=\frac23\,\frac{T_1^3-T_0^3}{T_1^2-T_0^2}-T_0
=893\ \mathrm K.$$

For $\tau=0.1$ ps, the energy lost is

$$\left(2.5\times10^{16}\right)\left(0.1\times10^{-12}\right)(893)\ \mathrm{J/m^3}
=2.23\times10^6\ \mathrm{J/m^3},$$

or 2.2% of $u$. Dividing this small loss by the capacity at $T_1$ gives the temperature deficit:

$$\frac{2.23\times10^6}{1.180\times10^5}\ \mathrm K=18.9\ \mathrm K.$$

The estimate can be compared with the two coupled equations

$$\gamma T_e\frac{dT_e}{dt}=\frac u\tau-G(T_e-T_l),\qquad
C_l\frac{dT_l}{dt}=G(T_e-T_l),$$

with a rough lattice capacity $C_l=2.5\times10^6\ \mathrm{J/(m^3K)}$. Their numerical solution gives a deficit of 18.8 K: the electrons end the pulse at 1727 K and the lattice at 301 K. With the same total energy spread over 0.5 ps, the electrons end at 1654 K, a deficit of 92 K. The lossless answer thus requires a pulse much shorter than the cooling time of the electrons.

## The common temperature reached later

After the pulse, electrons and lattice approach a common temperature $T_f$. If no heat leaves the film, the energy balance is

$$\frac\gamma2\left(T_f^2-T_0^2\right)+C_l(T_f-T_0)=u.$$

Set $\theta=T_f-T_0$. Then $T_f^2-T_0^2=\theta^2+2T_0\theta$, and

$$\frac\gamma2\theta^2+(C_l+\gamma T_0)\theta-u=0.$$

The positive root is

$$\theta=\frac{-(C_l+\gamma T_0)+\sqrt{(C_l+\gamma T_0)^2+2\gamma u}}{\gamma}=39.7\ \mathrm K,$$

so $T_f=339.7$ K. The coupled equations, followed for 60 ps after the 0.1 ps pulse, give the same temperature. The energy that heats the electrons by 1446 K heats the whole metal by only 40 K, because the lattice capacity is about 36 times the mean capacity of the electrons between 300 K and $T_1$.

## A thick piece instead of a thin film

In a uniformly heated film whose faces pass no heat, there is no temperature gradient and hence no conduction. A thick piece is different. Light heats a surface layer, and the electrons carry the energy inward.

Suppose the deposit is instantaneous and has the profile $u\,e^{-x/\delta}$ at depth $x$, with a rough absorption depth $\delta=15$ nm. In kinetic theory, the thermal conductivity of the electrons is proportional to their heat capacity times the scattering time. The first is proportional to $T_e$. If phonons do the scattering, the second is proportional to $1/T_l$. The conductivity is then $\kappa_0T_e/T_l$, with $\kappa_0=320\ \mathrm{W/(m\,K)}$ as a rough value. Neglecting the loss to the lattice and holding $T_l=T_0$,

$$\gamma T_e\frac{\partial T_e}{\partial t}
=\frac{\partial}{\partial x}\left(\frac{\kappa_0T_e}{T_0}\frac{\partial T_e}{\partial x}\right).$$

Because $T_e\,\partial T_e=\tfrac12\partial(T_e^2)$ on both sides, this becomes a linear equation for $T_e^2$. The excess energy density $w=\tfrac\gamma2(T_e^2-T_0^2)$ obeys the same equation:

$$\frac{\partial w}{\partial t}=D\frac{\partial^2w}{\partial x^2},\qquad
D=\frac{\kappa_0}{\gamma T_0}=158\ \mathrm{cm^2/s}.$$

Energy placed at one point spreads as the Gaussian $K=e^{-x^2/4Dt}/\sqrt{4\pi Dt}$. It has unit area, narrows to a point as $t\to0$, and satisfies the equation, since both $\partial K/\partial t$ and $D\,\partial^2K/\partial x^2$ equal $K\,[x^2/(4Dt^2)-1/(2t)]$.

An insulated surface requires zero gradient at $x=0$. Reflecting the initial profile about the surface ensures this by symmetry and doubles the contribution from $x>0$:

$$w(0,t)=\frac{2u}{\sqrt{4\pi Dt}}\int_0^\infty e^{-x^2/4Dt-x/\delta}\,dx.$$

Let $L=\sqrt{Dt}$ and $s=L/\delta$. Completing the square,

$$-\frac{x^2}{4L^2}-\frac x\delta=-\left(\frac{x}{2L}+s\right)^2+s^2.$$

With $y=x/(2L)+s$ and $dx=2L\,dy$, the fraction of the initial energy density left at the surface is

$$\frac{w(0,t)}{u}=e^{s^2}\frac{2}{\sqrt\pi}\int_s^\infty e^{-y^2}dy=e^{s^2}\operatorname{erfc}(s).$$

After 0.1 ps, $L=39.7$ nm and $s=2.648$, so the fraction is 0.200. A numerical solution of the original nonlinear equation on a grid also gives 0.200. The surface electrons are then at

$$\sqrt{9.0000\times10^4+0.200\times2.9586\times10^6}\ \mathrm K\approx826\ \mathrm K.$$

A limiting case makes the size plain. For $s\gg1$, the initial layer is thin compared with the spread and acts as an energy $u\delta$ per area placed at the surface. The fraction is then $2\delta/\sqrt{4\pi Dt}=1/(s\sqrt\pi)$, which is 0.21 here.

In this model, conduction into a thick piece changes the answer far more than the lattice loss does in the same time. The figure shows size only: over such short times and distances, electrons can fly ballistically rather than diffuse, and scattering between hot electrons lowers the conductivity.

## Limits of the linear heat capacity

The constant density of states is an approximation. In a free-electron gas, the number of electrons up to energy $E$ is proportional to $E^{3/2}$, so $g=3n/(2E_F)$ at the Fermi energy $E_F$, where $n$ is the electron density. Hence

$$\gamma=\frac{\pi^2}{3}k_B^2\,\frac{3n}{2E_F}=\frac{\pi^2nk_B^2}{2E_F}.$$

With $n=5.9\times10^{28}\ \mathrm{m^{-3}}$, the given $\gamma$ requires $E_F=5.12$ eV. This is a parameter matched to $\gamma$, not a measured Fermi energy. Integrating the Fermi distribution numerically for this gas, at fixed density, gives $T_1=1747$ K. The variation of the density of states with energy therefore matters by about 1 K, as one expects when $k_BT_1=0.150$ eV is small beside $E_F$.

Gold also has filled d states, whose upper edge lies roughly 2 eV below the Fermi level. At $T_1$, the Boltzmann factor for emptying a state at that edge is $e^{-2.0/0.150}\approx2\times10^{-6}$. To size the effect, take the d band as a flat box 5 eV wide holding ten electrons per atom, add it to a flat density of states that reproduces $\gamma$, and let the chemical potential conserve charge. At 1746 K, the d band adds about 0.01% to the thermal energy. At 4000 K, it adds roughly 8% to the energy and 29% to the heat capacity, and the linear law then overestimates the temperature reached for a given energy. These figures depend strongly on the rough edge position: an edge at 1.7 eV gives 17% of the energy at 4000 K, while $T_1$ still moves by less than 1 K.

## Setting the answer beside a real gold film

The given $\gamma$ is typical of low-temperature measurements on gold. Such values include an electron-phonon mass enhancement that fades above the Debye temperature, so the value that applies at 300 to 1750 K may be smaller. The free-electron value at $n=5.9\times10^{28}\ \mathrm{m^{-3}}$, $\gamma=62.7\ \mathrm{J/(m^3K^2)}$, gives $T_1=1811$ K, so for real gold the answer is uncertain by several per cent. In a film 20 nm thick, the deposit corresponds to an absorbed energy of $2\ \mathrm{J/m^2}$, or $0.2\ \mathrm{mJ/cm^2}$, which femtosecond lasers can supply. With an absorption depth of 15 nm the light does not heat such a film evenly, but electrons cross 20 nm in about 15 fs and even out the energy well within 0.1 ps. One assumption that a real film strains is that the electrons have a single temperature before they cool. Settling to a Fermi distribution takes very roughly 0.1 to 1 ps, and over such times heat already passes to the lattice. The two-temperature model gives the scale of that loss for settled electrons. Electrons at $T_1$ cool at the rate $G(T_1-T_0)/(\gamma T_1)\approx3.1\times10^{14}$ K/s, which means about 30 K in 0.1 ps but about 300 K in 1 ps. Unsettled electrons lose heat more slowly at first. Just after photons of 1 to 2 eV are absorbed, the same energy sits in fewer excitations, and a simple estimate gives about a half to a quarter of the settled rate. If settling takes as long as 1 ps, the electrons still lose roughly 100 to 300 K on the way and never have a common temperature as high as 1750 K. Before the electrons have settled, 1750 K measures their energy content rather than a temperature. Heat flow into a substrate would lower the value further and is not included.

## Values computed for the example and the checks

```
GIVEN
heat coefficient gamma         67.6 J/(m3 K2)
starting temperature           300 K
energy added                   1.0e+08 J/m3
MAIN RESULT
T0 squared                     9.0000e+04 K2
2u/gamma                       2.9586e+06 K2
T1 squared                     3.0486e+06 K2
T1 from formula                1746.0 K
T1 by numerical integration    1746.0 K
temperature rise               1446.0 K
heat capacity at T0            2.0280e+04 J/(m3 K)
heat capacity at T1            1.1803e+05 J/(m3 K)
mean heat capacity             6.9155e+04 J/(m3 K)
wrong T1, capacity held fixed  5231 K
FREE-ELECTRON CHECK
electron density (rough)       5.9e+28 per m3
Fermi energy matching gamma    5.12 eV
kT at T1                       0.150 eV
gas heat capacity at T0        2.0278e+04 J/(m3 K)
T1 from Fermi-Dirac energy     1747.1 K
LOSS TO LATTICE
coupling G (rough)             2.5e+16 W/(m3 K)
lattice capacity (rough)       2.5e+06 J/(m3 K)
mean excess during deposit     893.3 K
estimated loss in 0.1 ps       2.23e+06 J/m3
estimated deficit, 0.1 ps      18.9 K
computed deficit, 0.1 ps       18.8 K
electrons after 0.1 ps deposit 1727 K
lattice after 0.1 ps deposit   300.9 K
electrons after 0.5 ps deposit 1654 K
common temperature, formula    339.7 K
electrons 60 ps later          339.7 K
THICK PIECE, INSTANT DEPOSIT
conductivity (rough)           320 W/(m K)
absorption depth (rough)       15 nm
diffusivity                    158 cm2/s
waiting time                   0.1 ps
diffusion length sqrt(Dt)      39.7 nm
s = sqrt(Dt)/depth             2.648
surface energy fraction        0.200
same fraction, grid solution   0.200
surface electron temperature   826 K
D BAND
band top below Fermi (rough)   2.0 eV
band width (rough)             5.0 eV
extra thermal energy at T1     0.010 %
extra thermal energy at 4000 K 8.4 %
```
